# Two-photon fluorescence calibration of atomic oxygen against xenon

A calculation of an oxygen processing discharge needs a probability for atoms to recombine at the wall, and this can be adjusted until the computed atom density agrees with a measured one. Suppose the computed density is 1.7 times the measured one. Should the wall loss be raised, or is the measurement calibrated wrongly? In the example below, where each gas is given a single Gaussian line, comparing peak fluorescence signals instead of scan-integrated ones produces a discrepancy of about that size with no error in the discharge calculation. The formula that turns counts into density should therefore be checked before the wall loss is changed.

## The quantities compared

Two ultraviolet photons near 225.6 nm lift oxygen from the $J=2$ level of its ground term $2p^4\,{}^3P$ to $3p\,{}^3P$, which fluoresces at 844.6 nm. Two photons near 224.3 nm lift xenon from its ground state to $6p'[3/2]_2$, seen at 834.7 nm. Xenon at known pressure and temperature is measured with the same beam path, pulse shape and collection optics.

For each gas, $S$ denotes fluorescence counts integrated over time and over a scan of the two-photon frequency $2\omega$. The laser pulse energy is $E$ and its wavelength $\lambda$. The optical sensitivity $C$ is filter transmission times detector efficiency at the fluorescence line. The upper level has radiative lifetime $\tau$, and a fraction $b=A\tau$ of its radiative decays goes into the observed line, whose emission rate is $A$. Collisions remove it at the rate $Q=\sum_q k_qn_q$, so its total decay rate is

$$\Gamma=\frac1\tau+Q .$$

The result, reached below in two ways, is

$$n_O=n_{Xe}\,\frac{S_O}{S_{Xe}}\,\frac{\sigma_{Xe}}{\sigma_O}\,\frac{a_{Xe}}{a_O}\,\frac{C_{Xe}}{C_O}\left(\frac{E_{Xe}\lambda_{Xe}}{E_O\lambda_O}\right)^2\frac1{f_2(T)},\qquad a=\frac{b}{1+\tau Q}. \tag{1}$$

Here $\sigma$ is the two-photon cross section defined in (5), and $f_2$ is the fraction of oxygen atoms in $J=2$. Excitation is assumed weak, and the laser linearly polarised.

## First derivation: amplitudes of one atom

**Excitation.** Let the field be $E_0\,\varepsilon(t)\cos\omega t$, with a slowly varying envelope $\varepsilon$, and let the interaction be $-d$ times the field, $d$ being the dipole component along the polarisation. In the interaction picture the part of the cosine that absorbs a photon drives an intermediate state $k$ according to

$$i\hbar\dot c_k=-\tfrac12 d_{ki}E_0\varepsilon\,e^{i(\omega_{ki}-\omega)t}.$$

The envelope changes little during $1/(\omega_{ki}-\omega)$, so integration divides by $i(\omega_{ki}-\omega)$:

$$c_k=\frac{d_{ki}E_0\varepsilon}{2\hbar(\omega_{ki}-\omega)}\,e^{i(\omega_{ki}-\omega)t}.$$

The sign is positive because $-1/(i\cdot i)=1$. A second absorption leads to the final state $f$. Inserting $c_k$ and adding the amplitude decay $\Gamma/2$ gives

$$\dot c_f=i\,\Omega(t)e^{-i\delta t}-\frac\Gamma2c_f,\qquad \Omega=\frac{E_0^2\varepsilon^2}{4\hbar^2}M, \tag{2}$$

$$M=\sum_k\frac{d_{fk}d_{ki}}{\omega_{ki}-\omega},\qquad \delta=2\omega-\omega_{fi}.$$

The discarded terms contain an emission and oscillate at optical frequencies. The initial amplitude has been kept at one, which is the weak-excitation condition.

**The scan.** The solution of (2) is

$$c_f(t)=i\int_{-\infty}^t\Omega(t')e^{-i\delta t'}e^{-\Gamma(t-t')/2}\,dt'.$$

Its squared modulus contains two time integrals, over $t'$ and $t''$. Let $M$ and the pulse be the same at every scan point. Then $\delta$ enters through $e^{-i\delta(t'-t'')}$, whose integral over $\delta$ is $2\pi$ times a delta function of $t'-t''$. Hence

$$\int|c_f(t)|^2d\delta=2\pi\int_{-\infty}^t|\Omega(t')|^2e^{-\Gamma(t-t')}dt'.$$

Integrating over $t$ as well, and exchanging the order, gives a factor $\int_{t'}^\infty e^{-\Gamma(t-t')}dt=1/\Gamma$. The atom emits into the observed line at the rate $A|c_f|^2$, so the scan-integrated number of line photons is

$$Y=\frac A\Gamma\,2\pi\int|\Omega|^2dt. \tag{3}$$

The prefactor is the optical yield, since $A/\Gamma=(b/\tau)/(1/\tau+Q)=b/(1+\tau Q)=a$.

A Doppler shift moves the origin of $\delta$ and leaves (3) unchanged. A phase of the upper state that varies in time, from a light shift or from elastic collisions, multiplies the integrand by a factor of unit modulus. At $t'=t''$ it cancels against its conjugate.

**The cross section.** The cycle-averaged intensity is $I=\epsilon_0cE_0^2|\varepsilon|^2/2$ and the photon flux is $\Phi=I/\hbar\omega$, so $E_0^2|\varepsilon|^2=2\hbar\omega\Phi/(\epsilon_0c)$. Therefore

$$2\pi|\Omega|^2=2\pi\left(\frac{\omega\Phi}{2\hbar\epsilon_0c}\right)^2|M|^2=\sigma\Phi^2, \tag{4}$$

$$\sigma=\frac{\pi\omega^2|M|^2}{2\epsilon_0^2c^2\hbar^2},\qquad Y=a\,\sigma\int\Phi^2dt. \tag{5}$$

The unit of $\sigma$ is length to the fourth power.

This step was tested on a three-level model in atomic units, with levels at 0, 1.7 and 2.0, dipole elements 1.0 and 0.8, and no decay. Without decay, the scan-integrated final population should equal $\sigma\int\Phi^2dt$. The Schrödinger equation was solved with the full oscillating field of amplitude 0.02 and a pulse containing a beat. The ratio of the two sides was 1.002 (1.0017 at the time step used, 1.0025 when the step is refined).

**From one atom to counts.** Write $\Phi=(E\lambda/hc)\,u(\mathbf r,t)$, where $u$ integrates to one over time and beam cross-section. Summing (5) over the atoms in view gives

$$S=K\,C\,n\,a\,\sigma\left(\frac{E\lambda}{hc}\right)^2\int\!\!\int u^2\,dt\,dA. \tag{6}$$

The constant $K$ holds the observed length and solid angle. It and the integral over $u$ cancel when the two gases share beam and pulse structure. That includes intensity fluctuations within the pulse, because $u^2$ is sensitive to them. If the energy varies between shots, $E^2$ means the average of the square. For oxygen, $n$ in (6) is the density in $J=2$, equal to $f_2n_O$. Dividing (6) for oxygen by (6) for xenon and solving for $n_O$ yields (1).

## Angular momentum: what the cross section and geometry contain

The oxygen scan is taken to cover all upper levels $J'$, so $\sigma_O$ is a sum over them. In LS coupling, and with fine structure neglected in the denominators of $M$, the two-photon operator acts on the orbital motion alone. For an unpolarised initial level with projector $P_J$, the sum over final states is

$$\overline{|M|^2}=\frac{\mathrm{Tr}(P_JM^\dagger M)}{2J+1}=\frac{\mathrm{Tr}_L(M^\dagger M)}{3}. \tag{7}$$

The second equality holds because $P_J$, traced over spin, is invariant under orbital rotations. In the three-dimensional $L=1$ space it must then be a multiple of the identity, and its trace $2J+1$ fixes the multiple as $(2J+1)/3$. Equation (7) was confirmed with explicit matrices for $J=0,1,2$ over a range of ratios of scalar to tensor amplitude.

So the three ground levels have the same cross section. With one line measured, the Boltzmann fraction is needed:

$$f_2=\frac{5}{5+3e^{-\epsilon_1/k_BT}+e^{-\epsilon_0/k_BT}},$$

with $\epsilon_1$ and $\epsilon_0$ roughly 160 and 230 cm$^{-1}$. If all three lines are scanned and their signals, each divided by its own $(E\lambda)^2$, are added, the fractions sum to one. Then $f_2$ drops out of (1), and so does the need to know $T$ for it.

Linearly polarised light also aligns the upper state, so fluorescence is not isotropic. Xenon goes from $J=0$ to $J=2$, $m=0$ along the polarisation axis. This state is the tensor $T=\mathrm{diag}(-1,-1,2)/\sqrt6$. Its emission amplitude to a $J=1$ state with vector $\mathbf v$, for photon polarisation $\mathbf e$, is proportional to $\mathbf v\cdot T\mathbf e$. Summing over $\mathbf v$ and over both $\mathbf e$ perpendicular to the viewing direction $\mathbf n$ gives

$$\mathrm{Tr}\,T^2-\mathbf n\cdot T^2\mathbf n=1-\frac{1+3\cos^2\theta}{6}=\frac{5-3\cos^2\theta}{6}.$$

The directional average is $4/6$, so the angular factor is

$$w_{Xe}=\frac{5-3\cos^2\theta}{4}. \tag{8}$$

Here $\theta$ is the angle between $\mathbf n$ and the laser polarisation. In side view, taken here to mean $\theta=90^\circ$, the factor is 1.25. For oxygen, whose lower fluorescence level has $L=0$, the factor is $\tfrac32(1-\mathbf n\cdot\rho\,\mathbf n)$, where $\rho$ is the orbital density matrix with unit trace. Its side-view value depends on the unknown ratio of scalar to tensor amplitude. With coherences between different $J'$ averaged out, it lies between 0.894 and 1.144 for real ratios.

Side view would thus multiply the inferred density by a factor between $0.894/1.25=0.72$ and $1.144/1.25=0.92$, if collisions and nuclear spin do not reduce the alignment and $\sigma_{Xe}/\sigma_O$ is free of the angular effect. At $\cos^2\theta=1/3$, or 54.74°, both factors are one. For xenon this follows from (8). For oxygen $\rho=\mathrm{diag}(p,p,1-2p)$ gives $\mathbf n\cdot\rho\,\mathbf n=\tfrac23p+\tfrac13(1-2p)=\tfrac13$. Equation (1) assumes this angle between polarisation and viewing direction, and a detector insensitive to polarisation.

## Second derivation: populations and rates

Now start from a transition rate. For constant $\Omega$ and times short compared with $1/\Gamma$, equation (2) gives

$$|c_f|^2=|\Omega|^2\frac{\sin^2(\delta t/2)}{(\delta/2)^2}.$$

As a function of $\delta$ this peak has area $2\pi t$ and narrows as $t$ grows. Let the two-photon detunings be spread by laser bandwidth and Doppler motion over a smooth profile $g$, normalised to one in angular frequency. Once the peak is narrower than $g$, the probability grows linearly in time, at the rate

$$W=2\pi|\Omega|^2g(\delta)=\sigma\,g(\delta)\,\Phi^2 . \tag{9}$$

The populations per unit volume obey

$$\frac{dn_2}{dt}=Wn_1-\left(\frac1\tau+Q\right)n_2 . \tag{10}$$

Integrate (10) over all time. The left side vanishes, since $n_2$ is zero before the pulse and long after it. With $n_1$ constant,

$$\int n_2\,dt=\frac{n_1}{\Gamma}\int W\,dt,\qquad A\int n_2\,dt=a\,n_1\,\sigma g(\delta)\int\Phi^2dt. \tag{11}$$

The scan replaces $g$ by its integral, one. This is true of any convolution of normalised laser and Doppler profiles. Dividing by $n_1$ gives (5), and the detection step (6) leads again to (1).

Equation (11) contains more than (5), because it holds at each detuning. A peak signal is proportional to $g(0)$, which for a Gaussian is inversely proportional to its width. Using peak signals in (1) would therefore multiply the density by $g_O(0)/g_{Xe}(0)$, the xenon width divided by the oxygen width.

Two limits of the yield follow. When $\tau Q\ll1$, $a\to b$ and pressure drops out. When $\tau Q\gg1$, $a\to A/Q$, and the signal measures density divided by quencher density. An error in $k_q$ then passes in full into $n_O$. After a short pulse (10) gives $n_2\propto e^{-\Gamma t}$. A measured decay rate thus supplies $a=A/\Gamma$ without any quenching coefficient, provided the detector resolves the decay.

## Where weak excitation ends

Rate equations can be continued beyond the conditions of (1). A third photon can ionise the upper state, with cross section $\sigma_{pi}$. An atom excited during a time-symmetric pulse still has, on average, half of the local fluence ahead of it. For a Gaussian beam of radius $r_0$ the fluence is $F_0e^{-2r^2/r_0^2}$ and excitation is weighted by its square. The weighted mean of the fluence is

$$F_0\frac{\int e^{-6r^2/r_0^2}r\,dr}{\int e^{-4r^2/r_0^2}r\,dr}=\frac23F_0,$$

so for small losses the fraction of signal lost is about

$$\tfrac12\cdot\tfrac23\,\sigma_{pi}F_0=\tfrac13\sigma_{pi}F_0. \tag{12}$$

To size saturation an absolute $\sigma_O$ is needed. Keep the path through the $3s$ level alone. With $z$ the polarisation axis, the two dipole elements follow from emission rates:

$$d_1^2=\frac{A_{3s}}3\,\frac{3\pi\epsilon_0\hbar c^3}{\omega_{3s}^3},\qquad d_2^2=\frac1{\tau_O}\,\frac{3\pi\epsilon_0\hbar c^3}{\omega_{fl}^3}.$$

The first has a factor 1/3 because $3s$ decays equally to three orbital orientations. One orientation in three absorbs, so (7) gives $\overline{|M|^2}=\tfrac13[d_1d_2/(\omega_{3s}-\omega)]^2$. With a $3s$ energy of 9.5 eV, $A_{3s}=6\times10^8$ s$^{-1}$ and $\tau_O=35$ ns, all rough, $\sigma_O\approx1.2\times10^{-35}$ cm$^4$. This leaves out every other intermediate state and serves for sizing, not for calibration. Adding the $4s$ and $3d$ paths with rough emission rates moves the value between about $0.4$ and $2.9\times10^{-35}$ cm$^4$, depending on their relative signs. The excited fractions and gain exponents below scale with it.

## A discharge at 0.5 Torr

Take oxygen at 0.5 Torr and 400 K, and xenon at 0.01 Torr and 300 K. The ideal gas law gives $1.207\times10^{16}$ and $3.219\times10^{14}$ cm$^{-3}$. Rough lifetimes are 35 ns for oxygen and 41 ns for xenon, rough branching fractions 1.00 and 0.73, and rough quenching coefficients $9\times10^{-10}$ and $4\times10^{-10}$ cm$^3$/s. All oxygen gas is counted as molecular quencher. The yields are

$$a_O=\frac1{1+(35\times10^{-9})(1.086\times10^7)}=0.7245,$$

$$a_{Xe}=\frac{0.73}{1+(41\times10^{-9})(1.288\times10^5)}=0.7262.$$

Their near equality is a coincidence of this pressure: quenching reduces the oxygen yield by about as much as branching reduces that of xenon.

The chosen sensitivities are $C_O=0.60\times0.08=0.048$ and $C_{Xe}=0.50\times0.09=0.045$, with ratio 0.9375. Ignoring this difference would raise the density by 7%. Pulse energies of 50 and 20 µJ give the laser factor $(20\times224.3)^2/(50\times225.6)^2=0.1582$. The signals are 1600 and 800 counts cm$^{-1}$, the rough cross-section ratio is 1.9, and $f_2=0.70$. Then

$$n_O=3.219\times10^{14}\times\frac{2.000\times1.9\times1.0023\times0.9375\times0.1582}{0.70}$$

$$n_O=2.6\times10^{14}\ \mathrm{cm^{-3}}=2.6\times10^{20}\ \mathrm{m^{-3}},$$

about 2% of the gas density.

As a test of (1), rate equations resolved in time, radius and detuning produced signals for both gases from an assumed oxygen density. The example's settings were used, with pulse energies reduced twentyfold and ionisation switched off. Equation (1) returned the assumed density with ratio 1.00000. The simulation is built on (9) and (10) with the same inputs, so this confirms the bookkeeping of (1), not its physical assumptions.

The corrections at the example's own settings are these.

- **Line width.** With a two-photon laser width of 0.2 cm$^{-1}$, the total widths are 0.375 cm$^{-1}$ for oxygen and 0.222 cm$^{-1}$ for xenon. Peak signals would give 0.59 of the density, the discrepancy of the opening paragraph. Splitting of the upper oxygen levels is not in this number. It spreads the oxygen signal over separate lines, which can only lower the factor. Hyperfine structure of the xenon line is also left out. It lowers the xenon peak and so acts in the opposite direction. With rough tabulated splittings, the two effects together put the factor between about 0.36 and 0.73, depending on the ratio of scalar to tensor amplitude, and near 0.5 for the $3s$ path alone. The value 0.59 shows the size of the error, not a correction to apply to real lines.
- **Ionisation.** For a spot radius $r_0=0.2$ mm and $\sigma_{pi}=5\times10^{-19}$ cm$^2$, a rough value used for both gases, (12) gives 1.5% for oxygen. The full rate equations give losses of 1.4% for oxygen and 0.6% for xenon, so the density comes out 0.8% low. The sign depends on taking equal cross sections: the bias vanishes if that of xenon is about 2.4 times larger, and at $4\times10^{-18}$ cm$^2$ the density comes out 3% high. For a smooth pulse the excited fraction at beam centre stays below $2\times10^{-4}$; strong intensity fluctuations within the pulse would roughly double it.
- **Gate.** A gate closing at $t_g=200$ ns misses a fraction $e^{-\Gamma t_g}$, which is 0.04% for oxygen and 0.7% for xenon. The density comes out about 0.7% high.
- **Focus.** If the spot radius scales with wavelength, as at a diffraction limit, the integral of $u^2$ differs by 1.2% between the gases. A scan integrated over laser wavelength needs a correction of the same size: $|d(2\omega)|=4\pi c\,d\lambda/\lambda^2$ adds a factor $(\lambda_{Xe}/\lambda_O)^2$ to (1).
- **Stimulated emission.** For a smooth pulse, and excited atoms with the full thermal velocity spread and no alignment, the gain exponents over 1 cm are 0.2 for oxygen and 0.3 for xenon. Velocity selection by the laser, alignment and intensity fluctuations can each raise them by up to about a factor of two, and together could bring them to between 1 and 2. The beam's end subtends only about $r_0^2/4\ell^2=10^{-4}$ of all directions at $\ell=1$ cm. A ray leaving sideways crosses about $r_0=0.02$ cm of excited gas, where even an exponent of 2 per cm amounts to only 0.04. For an excited column 1 cm long, amplification at this level therefore changes the side signal by a few percent at most. The exponent grows with the length of the column, with density and with the square of pulse energy, so this conclusion does not carry over to much longer columns or much stronger pulses. A beam of this radius can stay narrow over tens of centimetres, so the length of gas it excites should be checked.

These settings describe a low-pressure oxygen discharge of the kind used for resist stripping and oxide growth; the signals and sensitivities are chosen, not measured. The gas temperature in a reactor may be uncertain or uneven, whereas (1) assumes one known value. With pressure, signals and quenching coefficient held fixed, 300 K instead of 400 K changes the density by +3.1%, and 500 K by −1.8%. The changes are small because two effects oppose each other. At 300 K the quenching term $\tau Q$ rises from 0.380 to 0.507, which raises the result by 9%, while a larger $f_2$ lowers it. If the quenching coefficient instead grows as $\sqrt{T/300\ \mathrm K}$, the density at 400 K rises by 4.3%. If oxygen atoms do not quench at all, it falls by 0.6%. The cross-section ratio enters in direct proportion: an error of 20% in it is an error of 20% in $n_O$, more than any of these temperature effects. The uncertainty may be larger than that: a direct measurement of $\sigma_{Xe}$ points to a ratio near 1 rather than 1.9, which would lower $n_O$ by almost a factor of two.

## What each derivation assumes

Both derivations need weak excitation, a complete scan, a gate longer than the decay, and equal beam and pulse structure for the two gases. They differ in what they require of the light.

The amplitude derivation needs no transition rate. It holds for a coherent pulse with any slowly varying envelope, because the scan removes all phase information. The price is that its scan-integrated result (5) says nothing about the signal at one detuning, and its collapse to a single time integral rests on the linearity of (2).

The rate derivation needs the coherence of the gas as a whole to be lost, through laser bandwidth or Doppler spread, faster than the pulse envelope changes, with $\Phi^2$ in (9) averaged over any faster fluctuations. Here the laser width of 0.2 cm$^{-1}$ corresponds to a coherence time of about $1/(2\pi c\times0.2\ \mathrm{cm^{-1}})=27$ ps, well below the 5 ns pulse, so (9) is reasonable. In return it gives the peak signal and can be extended to ionisation and saturation. For a nearly monochromatic 5 ns pulse, the Doppler widths of 0.317 cm$^{-1}$ for oxygen and 0.097 cm$^{-1}$ for xenon would play the same part. Atoms of a single velocity would lack this spread, and (9) could then fail at individual detunings while the scan-integrated result (5) still held. For strong pulses (1) fails whichever way it was derived, and rate equations can size the failure as long as (9) applies.

The full list of computed values is in the numerical output.

## Values computed for the example and the checks

```
Schroedinger yield / cross-section formula: 1.0017
Oxygen gas: 0.5 Torr, 400 K; xenon: 0.01 Torr, 300 K
O: laser 225.6 nm, fluorescence 844.6 nm
O: lifetime 35 ns, branching 1.00, quenching coefficient 9.0e-10 cm3/s
O: pulse energy 50 uJ, signal 1600 counts cm^-1, sensitivity 0.0480
Xe: laser 224.3 nm, fluorescence 834.7 nm
Xe: lifetime 41 ns, branching 0.73, quenching coefficient 4.0e-10 cm3/s
Xe: pulse energy 20 uJ, signal 800 counts cm^-1, sensitivity 0.0450
Filter transmission, detector efficiency: O 0.60, 0.08; Xe 0.50, 0.09
Cross-section ratio Xe/O (rough input): 1.9
Xenon density: 3.219e+14 cm^-3
Oxygen gas density: 1.207e+16 cm^-3
O quenching rate: 1.086e+07 s^-1
Xe quenching rate: 1.288e+05 s^-1
Total decay rates O, Xe: 3.943e+07, 2.452e+07 s^-1
Optical yields O, Xe: 0.7245, 0.7262
Signal ratio O/Xe: 2.000
Yield ratio Xe/O: 1.0023
Sensitivity ratio Xe/O: 0.9375
Laser factor: 0.1582
J=2 fraction at 400 K: 0.7001
Density in J=2: 1.818e+14 cm^-3
RESULT oxygen atom density: 2.596e+14 cm^-3 = 2.596e+20 m^-3
Oxygen atoms / all gas particles: 2.15 %
Rate-equation test, recovered/true density: 1.00000
One-path O cross section (3s at 9.5 eV, decay 6e+08 s^-1): 1.21e-35 cm^4
Spot radius 0.2 mm, pulse 5 ns, two-photon laser width 0.2 cm^-1
Axial fluence O, Xe: 9.04e+16, 3.59e+16 photons/cm2
Peak excited fraction O, Xe: 1.75e-04, 8.88e-05
Photoionisation cross section (rough, both): 5e-19 cm2
Saturation and ionisation loss O, Xe: 1.38, 0.57 %
Ionisation loss estimate for O: 1.51 %
Resulting density bias: -0.82 %
Loss from 200 ns gate O, Xe: 0.038, 0.742 %
Doppler widths O, Xe: 0.317, 0.097 cm^-1
Total line widths O, Xe: 0.375, 0.222 cm^-1
Density factor if only peak signals are used: 0.592
Side-view angular factor Xe: 1.250
Side-view angular factor O, range: 0.894 to 1.144
Magic angle: 54.74 deg
Density change if gas is at 300 K, 500 K: +3.1, -1.8 %
Density change if quenching grows as sqrt(T/300 K): +4.3 %
Density change if O atoms do not quench: -0.59 %
Diffraction-limited focus, change of squared-flux integral: 1.16 %
Gain exponent over 1 cm O, Xe: 0.19, 0.34
O from photolysis (rough 5e-24 cm2) / O density: 4.2e-05
```
